# Why can fixed oxide charge passivate a surface that keeps its defects?

**Question.** An oxide on p-type silicon contains fixed charge close to the interface. The interface has a certain density of electronic defects, and the charge removes none of them. Why can the charge nevertheless lower the surface recombination rate, does any amount of it help, and how large is the effect?

**Answer.** A defect recombines a pair in two steps: it captures an electron and then a hole, or the reverse. If thermal emission from the defects is negligible and one carrier type is scarce enough at the surface, nearly every defect has already captured the other carrier and waits. Fixed charge creates this scarcity by bending the bands. To see when it does so, we need the rate of a defect, the surface densities, and the band bending that a given charge produces.

**The rate of the defects**

Let there be $N_t$ defects per area with one level, and let $f$ be the fraction occupied by an electron. The carrier densities at the surface are $n_s$ and $p_s$, and the capture coefficients are $c_n$ and $c_p$. Electrons are captured at the rate $c_n n_s N_t(1-f)$ and emitted at a rate proportional to $N_t f$. Detailed balance in equilibrium fixes the emission coefficient as $c_n n_1$, where $n_1$ is the electron density when the Fermi level lies at the defect level. Holes are treated likewise with $p_1$, and $n_1p_1=n_i^2$. In steady state the net captures of electrons and holes are equal:

$$c_n[n_s(1-f)-n_1f]=c_p[p_sf-p_1(1-f)].$$

Collecting the terms in $f$ gives

$$f=\frac{c_nn_s+c_pp_1}{D},\qquad 1-f=\frac{c_nn_1+c_pp_s}{D},$$

$$D=c_n(n_s+n_1)+c_p(p_s+p_1).$$

Insert these in the net electron capture $U_s=N_tc_n[n_s(1-f)-n_1f]$. The terms $c_nn_sn_1$ cancel, leaving $U_s=N_tc_nc_p(n_sp_s-n_i^2)/D$. With $S_n=c_nN_t$ and $S_p=c_pN_t$,

$$U_s=\frac{n_sp_s-n_i^2}{(n_s+n_1)/S_p+(p_s+p_1)/S_n}.$$

**Why attracting one carrier repels the other**

Let $x$ point from the interface into the semiconductor. At the inner edge of the space-charge region the densities under steady illumination are $n_d=n_0+\Delta n$ and $p_d=p_0+\Delta n$, where $n_0,p_0$ are the dark densities. Let $u$ be the electrostatic potential times $q/kT$, set to zero in the interior, with surface value $u_s$. If the quasi-Fermi levels are flat across the region and Boltzmann statistics hold, then

$$n_s=n_de^{u_s},\qquad p_s=p_de^{-u_s},\qquad n_sp_s=n_dp_d.$$

The numerator of $U_s$ is therefore independent of the charge:

$$n_dp_d-n_i^2=(n_0+\Delta n)(p_0+\Delta n)-n_0p_0=\Delta n\,(n_0+p_0+\Delta n).$$

Band bending acts through the denominator, which becomes large when either carrier becomes abundant. Since the product is fixed, the other carrier is then scarce.

**From charge to band bending**

Assume fully ionized acceptors. Neutrality in the interior gives the net acceptor density $N_A=p_d-n_d$. Poisson's equation, with permittivity $\varepsilon$ and the abbreviation $K=2\varepsilon kT/q^2$, reads

$$u''=\frac{2}{K}\left[n_d(e^u-1)-p_d(e^{-u}-1)\right].$$

Multiply by $u'$ and integrate from the interior, where $u=u'=0$, to the surface:

$$\tfrac12u'(0)^2=\frac{2}{K}\left[n_d(e^{u_s}-u_s-1)+p_d(e^{-u_s}+u_s-1)\right].$$

Let $N_f$ be the fixed charge per area in elementary charges, with its sign. Without a gate, all its field lines end in the semiconductor. Gauss's law then gives the surface field $qN_f/\varepsilon$. This field equals $-(kT/q)u'(0)$, so $u'(0)=-2N_f/K$. Hence

$$N_f^2=K\left[n_d(e^{u_s}-u_s-1)+p_d(e^{-u_s}+u_s-1)\right].$$

The square hides the sign. For positive $N_f$ the slope at the surface is negative and $u$ falls to zero inward, so $u_s>0$: electrons are attracted and holes repelled. Negative charge does the opposite.

**A little charge can do harm**

Neglect the small emission terms and $n_i^2$. The denominator is then $n_s/S_p+p_s/S_n$, a sum of two terms with a fixed product. It is smallest, and recombination largest, when the terms are equal:

$$e^{2u^*}=\frac{p_dS_p}{n_dS_n},\qquad U_{\max}=\tfrac12\sqrt{S_nS_pn_dp_d}.$$

At this point $c_nn_s=c_pp_s$, so the defects are half filled. If $u^*>0$, electron capture is the bottleneck at zero charge. A weak positive charge relieves it and raises recombination. The denominator is symmetric about $u^*$, so the rate returns to its zero-charge value at $u_s=2u^*$, and passivation begins beyond that. Negative charge moves the surface away from the maximum from the start. If $u^*<0$, the two signs exchange roles.

**Strong charge**

The bracket in the charge equation equals $n_s+p_s+N_Au_s-(n_d+p_d)$. For large positive $N_f$, meaning that $N_f^2/K$ far exceeds both $N_Au_s$ and $n_d+p_d$, the term $n_de^{u_s}=n_s$ dominates, so $n_s\approx N_f^2/K$. The square has a simple meaning: in this limit nearly $N_f$ electrons per area form a layer whose thickness scale is $K/N_f$, and the ratio of the two is the surface density $N_f^2/K$. About half of the electrons lie within this depth.

If $n_s$ also far exceeds $n_1$ and $p_1S_p/S_n$, as it does for a midgap level, the denominator of $U_s$ is now nearly $n_s/S_p$, and for $\Delta n\gg n_0$ this gives $U_s\approx S_pp_s$: filled defects wait for holes. Define the effective recombination velocity $S_{\rm eff}=U_s/\Delta n$. Dividing the numerator found above by $n_s/S_p$ and by $\Delta n$ gives

$$S_{\rm eff}\approx S_p\,\frac{K(n_0+p_0+\Delta n)}{N_f^2}\qquad(N_f>0).$$

For strong negative charge, $p_s\approx N_f^2/K$. If $p_s$ also far exceeds $p_1$ and $n_1S_n/S_p$, the defects wait for electrons, so $S_n$ replaces $S_p$. In low injection, $\Delta n\ll p_0$, this limiting formula is proportional to the doping and independent of $\Delta n$. For positive charge the full model follows it only while $N_Au_s$ stays small beside $N_f^2/K$. Higher doping, lower injection (which raises $u_s$) or a smaller charge all push $S_{\rm eff}$ above the formula. In high injection it grows in proportion to $\Delta n$: both interior densities are then close to $\Delta n$, so the product $n_sp_s=n_dp_d$ grows as $\Delta n^2$, while the charge fixes the density of the attracted carrier. The density of the repelled carrier therefore grows as $\Delta n^2$, and division by $\Delta n$ leaves one power.

**The numbers**

Take round parameters of the size met in silicon: $T=300$ K, relative permittivity 12, $n_i=10^{10}$ cm$^{-3}$, $N_A=10^{16}$ cm$^{-3}$ and $\Delta n=10^{14}$ cm$^{-3}$. Then $n_d=1.00\times10^{14}$ cm$^{-3}$, $p_d=1.01\times10^{16}$ cm$^{-3}$ and $K=3.43\times10^5$ cm$^{-1}$. Centimetre units are more natural here than Hartree units. For the defects take a midgap level with $n_1=p_1=n_i$, $N_t=10^{10}$ cm$^{-2}$, $c_n=10^{-7}$ cm$^3$/s and $c_p=10^{-8}$ cm$^3$/s, so that $S_n=1000$ cm/s and $S_p=100$ cm/s.

Without charge,

$$S_{\rm eff}\approx\frac{1.01\times10^{16}}{10^{14}/100+1.01\times10^{16}/1000}\approx910\ \text{cm/s}.$$

The maximum lies at $u^*=\tfrac12\ln(101\times0.1)=1.156$, which requires a charge of $4.1\times10^{10}$ cm$^{-2}$. Its height is

$$\frac{\tfrac12\sqrt{1000\times100\times1.01\times10^{30}}}{10^{14}}\approx1589\ \text{cm/s},$$

or 1.75 times the zero-charge value. The rate is back at 910 cm/s when $u_s=2.31$. There the bracket in the charge equation is about $1.49\times10^{16}$ cm$^{-3}$, which gives $N_f\approx7\times10^{10}$ cm$^{-2}$. Positive charge below this value does harm in this example.

At $N_f=+10^{12}$ cm$^{-2}$ the strong-charge formula gives

$$S_{\rm eff}\approx\frac{100\times3.43\times10^5\times1.01\times10^{16}}{10^{24}}\approx0.346\ \text{cm/s}.$$

The full charge equation gives 0.358 cm/s, which is 3.3 % above the formula. The difference comes mainly from the acceptors. The charge equation contains $p_d(u_s-1)\approx1.01\times10^{16}\times9.25\approx9.3\times10^{16}$ cm$^{-3}$ beside $N_f^2/K=2.92\times10^{18}$ cm$^{-3}$, so $n_s$ is about 3 % smaller than the formula assumes. At half the charge the excess is 12 %, and at $3\times10^{11}$ cm$^{-2}$ it is 33 %. At $10^{12}$ cm$^{-2}$ but $N_A=10^{17}$ cm$^{-3}$ it is about 44 %.

Recombination at the interface has dropped by a factor of about 2500, from 910 to 0.358 cm/s, at a band bending of 0.265 V (0.0097 hartree per elementary charge). To reach the same value without charge, the defect density would have to fall from $10^{10}$ to about $3.9\times10^6$ cm$^{-2}$. For $N_f=-10^{12}$ cm$^{-2}$ the full result is 3.39 cm/s, a drop by a factor of about 270. This sign is less effective here because the defects capture the repelled electrons ten times as readily as holes.

**Is repulsion really the cause?**

The two surface densities can be changed separately in the rate formula, although flat quasi-Fermi levels forbid this in the real surface. Lower $p_s$ to its value at $+10^{12}$ cm$^{-2}$ and leave the electrons at $n_d$: $S_{\rm eff}$ is 0.358 cm/s, practically the whole drop. Raise $n_s$ instead and leave the holes at $p_d$: $S_{\rm eff}$ climbs to about $10^4$ cm/s, close to $S_pp_d/\Delta n$. The added electrons do not protect the surface; the missing holes do.

**Where the result fails**

The defects carry charge too. Acceptor-like defects filled with electrons cancel part of a positive fixed charge. At $+10^{12}$ cm$^{-2}$ this cancels 1 % of the charge and raises $S_{\rm eff}$ by 2.1 %, as the inverse square suggests. Near the maximum it matters more: half-filled defects hold $5\times10^9$ cm$^{-2}$, so the fixed charge needed there rises from about $4.1$ to $4.6\times10^{10}$ cm$^{-2}$, while the height of the maximum is unchanged. If $N_t$ is comparable with $N_f$, the passivation can be largely lost.

Carriers must also reach the surface without an appreciable drop of their quasi-Fermi levels. For a diffusivity of 10 cm$^2$/s, the largest estimated drop among the maximum and the two strong-charge cases is $2.6\times10^{-3}\,kT$ when the region is taken to end where $|u|=0.01$. The figure depends on this choice but stays of order $10^{-3}\,kT$, so the assumption is consistent here.

Boltzmann statistics begin to fail as the electron layer becomes dense. With a band density of $3\times10^{19}$ cm$^{-3}$, an estimate that neglects the dopant charge lowers $p_s$ by 1.7 % at $+10^{12}$ cm$^{-2}$. Quantum confinement is left out. The layer scale $K/N_f$ is only 3.4 nm, so confinement may change the surface densities appreciably. The repelled density depends exponentially on the band bending, so even the leading digit of the strong-charge values may change. The further digits serve only to compare the formula with the full classical model.

Finally, $S_{\rm eff}$ counts recombination at the interface alone. Under strong positive charge, $n$ exceeds $p$ at the surface and $p$ exceeds $n$ in the interior, so the two are equal somewhere between. Defects inside the semiconductor near that plane have both carriers at hand, and their recombination adds to the values given here. For midgap defects with a lifetime $\tau$ for both carriers, the rate at that plane is about $\sqrt{n_dp_d}/2\tau$. With $\tau=100$ µs this is $5\times10^{18}$ cm$^{-3}$s$^{-1}$ over some tens of nanometres, which adds about 0.2 cm/s, comparable with 0.358 cm/s. This term scales as $1/\tau$ and grows roughly as $\Delta n^{-1/2}$ in low injection. It can therefore outweigh the interface term, and the total is then not independent of $\Delta n$. The numerical output lists the surface densities and defect occupancies for nine charges from $-10^{12}$ to $+10^{12}$ cm$^{-2}$.

## Values computed for the example and the checks

```
temperature 300 K, relative permittivity 12
ni 1.0e+10, acceptors 1.0e+16, excess 1.0e+14 cm^-3
interior densities: nd 1.000e+14, pd 1.010e+16 cm^-3
defects 1.0e+10 cm^-2, cn 1.0e-07, cp 1.0e-08 cm^3/s
Sn 1000.0 cm/s, Sp 100.0 cm/s
thermal voltage kT/q 0.02585 V
K = 2 eps kT/q^2: 3.4288e+05 cm^-1
Nf (cm^-2), u_s, n_s (cm^-3), p_s (cm^-3), S_eff (cm/s), f:
 -1.0e+12   -5.688  3.385e+11  2.984e+18      3.385  0.00000
 -3.0e+11   -3.414  3.292e+12  3.068e+17      32.92  0.00011
 -1.0e+11   -1.723  1.785e+13  5.658e+16        178  0.00315
 -3.0e+10   -0.642  5.263e+13  1.919e+16      512.2  0.02669
  0.0e+00    0.000  1.000e+14  1.010e+16      909.9  0.09009
  3.0e+10    0.811  2.251e+14  4.488e+15       1499  0.33400
  1.0e+11    3.557  3.506e+15  2.881e+14      285.7  0.99185
  3.0e+11    7.585  1.968e+17  5.131e+12      5.131  1.00000
  1.0e+12   10.249  2.824e+18  3.576e+11     0.3576  1.00000
maximum by search: Nf 4.082e+10 cm^-2, u_s 1.1563
maximum by formula: u_s 1.1563
S_eff at maximum: search 1589.0, formula 1589.0 cm/s
maximum over zero-charge value: 1.746
Nf -1.00e+12 cm^-2: u_s Poisson -5.6883, integral -5.6883
  largest quasi-Fermi drop 4.1e-05 kT
Nf 4.08e+10 cm^-2: u_s Poisson 1.1563, integral 1.1563
  largest quasi-Fermi drop 2.6e-03 kT
Nf 1.00e+12 cm^-2: u_s Poisson 10.2486, integral 10.2486
  largest quasi-Fermi drop 3.0e-06 kT
diffusivity used for these drops 10 cm^2/s
Nf 5e+11: S_eff 1.5503, law 1.3852 cm/s, full/law-1 11.9 %
Nf 1e+12: S_eff 0.3576, law 0.3463 cm/s, full/law-1 3.3 %
Nf -5e+11: S_eff 12.9019, law 13.8524 cm/s, full/law-1 -6.9 %
Nf -1e+12: S_eff 3.3852, law 3.4631 cm/s, full/law-1 -2.2 %
NA 1e+15, dn 1e+14 cm^-3, Nf +1e12: S_eff 0.0378 cm/s
NA 1e+16, dn 1e+13 cm^-3, Nf +1e12: S_eff 0.3574 cm/s
NA 1e+15, dn 1e+16 cm^-3, Nf +1e12: S_eff 0.3752 cm/s
holes repelled only: 0.3575 cm/s
electrons added only: 10096.4 cm/s
Nf 1e+12, acceptor defect charge raises S_eff by 2.09 %
Nf -1e+12, donor defect charge raises S_eff by 1.99 %
degeneracy (Nc 3e+19 cm^-3) lowers p_s by 1.69 %
surface layer scale K/Nf at 1e12 cm^-2: 3.43 nm
band bending at +1e12, -1e12 cm^-2: 0.2649, -0.1471 V
reduction factor at +1e12: 2544, at -1e12: 269
defect density with equal S_eff at zero charge, for +1e12: 3.93e+06 cm^-2
```
